# Spin Temperature and Adiabatic Demagnetisation in the Rotating Frame, part 1

(Sections cited here and not found follow in the second part.)

## First half: the local field

### 1. Two spins one-half

Take two spins one-half with the coupling

\[
H_D=d\,(3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2),
\]

and place them in a field along \(z\) that adds \(-\omega(I_{1z}+I_{2z})\). We use atomic units with \(\hbar=1\) and Boltzmann's constant equal to one, so that \(d\) and \(\omega\) are both energies and angular frequencies.

The states are the three triplet states, with total \(m=1,0,-1\), and the singlet. In the triplet \(\mathbf I_1\cdot\mathbf I_2=1/4\), and in the singlet it is \(-3/4\). The product \(I_{1z}I_{2z}\) is \(1/4\) for \(m=\pm1\) and \(-1/4\) for both states with \(m=0\). The coupling energies are therefore

\[
E_{\pm1}=d\left(\tfrac34-\tfrac14\right)=\tfrac d2,\qquad
E_0=d\left(-\tfrac34-\tfrac14\right)=-d,\qquad
E_{\rm s}=d\left(-\tfrac34+\tfrac34\right)=0 .
\]

With the field, the four energies are \(-\omega+d/2\), \(\omega+d/2\), \(-d\) and \(0\). Their sum is zero. The sum of their squares is

\[
\mathrm{Tr}\,H^2=2\omega^2+2\left(\tfrac d2\right)^2+d^2
=2\left(\omega^2+\tfrac34d^2\right),
\]

because the terms linear in \(\omega\), namely \(-\omega d\) and \(+\omega d\), cancel. The coupling enters the mean square energy as if it were a further field, at right angles to the applied one, with

\[
\omega_L^2=\tfrac34d^2 .
\]

Now look at the resonance line of the same pair. A weak transverse field acts through \(I_x=I_{1x}+I_{2x}\), which is symmetric in the two spins and so does not connect the triplet to the singlet. It connects \(m=0\) with \(m=\pm1\), with equal strengths. Measured from the Larmor frequency, the two lines lie at \(\pm(E_{\pm1}-E_0)=\pm3d/2\). The second moment of the line is

\[
M_2=\left(\tfrac{3d}{2}\right)^2=\tfrac94d^2=3\omega_L^2 .
\]

This is the factor one third in its simplest form. The pair also shows a limitation. With the field along \(z\), the magnetisation \(I_z\) commutes with the whole Hamiltonian, and no change of \(\omega\), however slow, can alter it. The traces tell us how energy and order would be shared in equilibrium. They do not tell us that equilibrium is reached. We need a field tilted away from \(z\), and many coupled spins.

### 2. The Hamiltonian in the rotating frame

Consider \(N\) like spins \(I\) at fixed, equivalent sites. Let \(\mathbf I=\sum_i\mathbf I_i\) and let \(\gamma>0\) be the gyromagnetic ratio. A static field along \(z\) gives the energy \(-\omega_0I_z\), and a radio-frequency field along \(x\) adds \(-2\omega_1\cos(\omega_{\rm rf}t)\,I_x\).

Write the state as \(\psi=R\psi_r\) with \(R=e^{i\omega_{\rm rf}tI_z}\). Inserting this into \(i\dot\psi=H\psi\) gives

\[
i\dot\psi_r=\left(R^\dagger HR-iR^\dagger\dot R\right)\psi_r,
\qquad -iR^\dagger\dot R=+\omega_{\rm rf}I_z .
\]

The Zeeman term becomes \(-(\omega_0-\omega_{\rm rf})I_z=-\Delta I_z\). For the transverse term we use

\[
R^\dagger I_xR=I_x\cos\omega_{\rm rf}t+I_y\sin\omega_{\rm rf}t .
\]

Multiplication by \(-2\omega_1\cos\omega_{\rm rf}t\) leaves the constant \(-\omega_1I_x\) and terms oscillating at \(2\omega_{\rm rf}\). The latter average out at leading order when \(\omega_0\) is much larger than \(\omega_1\) and the couplings. The field part is then

\[
-\Delta I_z-\omega_1I_x=-\omega\,\mathbf n\cdot\mathbf I,\qquad
\omega=\sqrt{\Delta^2+\omega_1^2}=\gamma B_{\rm eff},
\]

with the unit vector \(\mathbf n=(\omega_1,0,\Delta)/\omega\) along the effective field.

The dipolar interaction of a pair at distance \(r\) along the unit vector \(\mathbf e\) is

\[
V=D\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf e)(\mathbf I_2\cdot\mathbf e)\right],
\qquad D=\frac{\alpha^2\gamma^2}{r^3},
\]

where \(\alpha\) is the fine-structure constant; in these units \(\mu_0/4\pi=\alpha^2\). In the rotating frame, matrix elements that change the total \(m\) by \(q\) oscillate at \(q\omega_{\rm rf}\). At the same leading order we keep those with \(q=0\).

Expand the product \((\mathbf I_1\cdot\mathbf e)(\mathbf I_2\cdot\mathbf e)\) in components:

- \(I_{1z}I_{2z}\) conserves \(m\) and has the coefficient \(e_z^2=\cos^2\theta\).
- Terms with one \(z\) and one transverse component change \(m\) by one and drop out.
- \(I_{1x}I_{2y}+I_{1y}I_{2x}\) and \(I_{1x}I_{2x}-I_{1y}I_{2y}\) contain two raising or two lowering operators and drop out.
- \(I_{1x}I_{2x}+I_{1y}I_{2y}\) conserves \(m\) and has the coefficient \(\tfrac12(e_x^2+e_y^2)=\tfrac12(1-\cos^2\theta)\).

Replace \(I_{1x}I_{2x}+I_{1y}I_{2y}\) by \(\mathbf I_1\cdot\mathbf I_2-I_{1z}I_{2z}\). The surviving part of \(V/D\) is

\[
\mathbf I_1\cdot\mathbf I_2\left[1-\tfrac32(1-\cos^2\theta)\right]
-I_{1z}I_{2z}\left[3\cos^2\theta-\tfrac32(1-\cos^2\theta)\right].
\]

The first bracket is \(-\tfrac12(1-3\cos^2\theta)\), and the second is \(-\tfrac32(1-3\cos^2\theta)\). Hence, summed over pairs,

\[
H_D=\sum_{i<j}d_{ij}\,(3I_{iz}I_{jz}-\mathbf I_i\cdot\mathbf I_j),\qquad
d_{ij}=\frac{\alpha^2\gamma^2}{2r_{ij}^3}\,(1-3\cos^2\theta_{ij}).
\]

The angle \(\theta_{ij}\) is measured from the static field, not from the effective field. The Hamiltonian for all that follows is

\[
H=-\omega\,\mathbf n\cdot\mathbf I+H_D .
\]

### 3. The mean square energy

Write \(\langle A\rangle_0=\mathrm{Tr}A/\mathrm{Tr}1\) for the average at infinite temperature. Different sites are then independent. For one site, rotational symmetry and \(I_x^2+I_y^2+I_z^2=I(I+1)\) give

\[
\langle I_{ia}\rangle_0=0,\qquad
\langle I_{ia}I_{ib}\rangle_0=c\,\delta_{ab},\qquad c=\frac{I(I+1)}3 .
\]

Cross terms between different sites vanish in \(\langle(\mathbf n\cdot\mathbf I)^2\rangle_0\), so this average is \(Nc\) for every direction \(\mathbf n\).

The average \(\langle(\mathbf n\cdot\mathbf I)H_D\rangle_0\) is zero. Each term of \(H_D\) has one operator on each of two sites, while \(\mathbf n\cdot\mathbf I\) supplies an operator on one site. At least one site is left with a single spin operator, whose average vanishes.

For the square of \(H_D\), write the pair operator as \(2I_{iz}I_{jz}-I_{ix}I_{jx}-I_{iy}I_{jy}\). Products belonging to different pairs vanish, since a site is again left with one operator. Within a pair, products of different components vanish because \(\langle I_{ia}I_{ib}\rangle_0=0\) for \(a\ne b\). The squares remain:

\[
\langle H_D^2\rangle_0=\sum_{i<j}d_{ij}^2(4+1+1)c^2
=6c^2\sum_{i<j}d_{ij}^2=3Nc^2\sum_jd_{ij}^2 .
\]

In the last step each pair is counted from both of its ends, which doubles the sum. The sites are equivalent, so \(\sum_jd_{ij}^2\) is the same for all \(i\).

We define the local field \(B_L\), with \(\omega_L=\gamma B_L\), by

\[
\langle H_D^2\rangle_0=\omega_L^2\,\langle I_z^2\rangle_0=Nc\,\omega_L^2 .
\]

Comparison of the two expressions gives

\[
\omega_L^2=3c\sum_jd_{ij}^2=I(I+1)\sum_jd_{ij}^2 .
\]

For the pair of spins one-half this is \(\tfrac34d^2\), as found above. Collecting the terms, we have

\[
\langle H^2\rangle_0=Nc\,(\omega^2+\omega_L^2),
\]

whatever the tilt of the effective field. The local field is thus a measure of the spread of the coupling energy. It is not a static vector that adds to \(\mathbf B_{\rm eff}\) at each nucleus.

### 4. The second moment

The second moment describes the ordinary resonance line, recorded with a weak transverse field and no strong irradiation. Let \(|m\rangle\) now label eigenstates of \(H_D\) with energies \(E_m\). At high temperature the line strengths are proportional to \(|\langle m|I_x|n\rangle|^2\), and the frequencies measured from \(\omega_0\) are \(E_m-E_n\):

\[
M_2=\frac{\sum_{mn}(E_m-E_n)^2|\langle m|I_x|n\rangle|^2}
{\sum_{mn}|\langle m|I_x|n\rangle|^2}.
\]

The raising and lowering parts of \(I_x\) give equal contributions to these sums, so using \(I_x\) in place of one of them changes nothing. The centre of the line stays at \(\omega_0\), because its shift is proportional to \(\mathrm{Tr}([H_D,I_+]I_-)=\mathrm{Tr}(H_D[I_+,I_-])=2\,\mathrm{Tr}(H_DI_z)=0\).

Since \(\langle m|[H_D,I_x]|n\rangle=(E_m-E_n)\langle m|I_x|n\rangle\), squaring the commutator produces \((E_m-E_n)(E_n-E_m)\), which carries a minus sign. Therefore

\[
M_2=-\frac{\langle[H_D,I_x]^2\rangle_0}{\langle I_x^2\rangle_0}.
\]

The scalar products \(\mathbf I_i\cdot\mathbf I_j\) are unchanged by a common rotation and commute with the total \(I_x\). With \([I_z,I_x]=iI_y\), the other part gives

\[
[H_D,I_x]=3i\sum_{i<j}d_{ij}\,(I_{iy}I_{jz}+I_{iz}I_{jy}).
\]

In the square, each of the two products contributes \(c^2\). Their cross terms contain \(\langle I_{iy}I_{iz}\rangle_0=0\). Hence

\[
-\langle[H_D,I_x]^2\rangle_0=9\sum_{i<j}d_{ij}^2\,(2c^2)
=9Nc^2\sum_jd_{ij}^2 .
\]

Division by \(\langle I_x^2\rangle_0=Nc\) yields

\[
M_2=9c\sum_jd_{ij}^2=3I(I+1)\sum_jd_{ij}^2=3\omega_L^2,
\qquad B_L^2=\frac{M_2}{3\gamma^2}.
\]

The factor comes from comparing 6 with 18: the pair operator has weight \(4+1+1\), and its commutator has weight \(9(1+1)\). The spin quantum number and the geometry cancel.

### 5. When the factor is not one third

Suppose the like spins also have a scalar exchange coupling \(J_{ij}\,\mathbf I_i\cdot\mathbf I_j\). It commutes with \(I_x\) and leaves \(M_2\) unchanged. Its mean square is \(3J_{ij}^2c^2\) per pair, and its product with the dipolar term has the weight \(2-1-1=0\). Thus \(6d_{ij}^2\) is replaced by \(6d_{ij}^2+3J_{ij}^2\), and

\[
\frac{\omega_L^2}{M_2}=\frac13\left(1+\frac{\sum_jJ_{ij}^2}{2\sum_jd_{ij}^2}\right).
\]

A local field inferred from the second moment alone is then too small.

For coupling to unlike spins \(S\) that are not irradiated, the secular form is \(\sum b_{ik}I_{iz}S_{kz}\). Its commutator with \(I_x\) is \(i\sum b_{ik}I_{iy}S_{kz}\), which has the same mean square as the coupling itself. This contribution obeys \(\omega_L^2=M_2\), with a factor of one. The dipolar coupling among the \(S\) spins themselves commutes with \(I_x\) and leaves \(M_2\) of the \(I\) line unchanged, but it adds to \(\langle H^2\rangle_0\). If it shares the spin temperature, it raises the local field further. The one-third rule therefore belongs to secular dipolar coupling among like spins.

### 6. The local field in aluminium

The nuclei of fcc aluminium suit this model. They form a lattice of one isotope with \(I=5/2\), and the cubic symmetry of the site removes the quadrupole splitting. We treat them as rigid point dipoles and leave out indirect exchange through the conduction electrons. As inputs of the model we choose a moment of 3.64 nuclear magnetons and a cubic lattice constant \(a=4.05\) Å. These are representative of aluminium; their third figures fix the arithmetic below and are not offered as measured values.

The moment is \(\gamma I\), and a nuclear magneton in atomic units is half the electron-to-proton mass ratio. This gives \(\gamma=3.96\times10^{-4}\). At the nearest-neighbour distance \(a/\sqrt2=2.864\) Å, the coupling \(D=\alpha^2\gamma^2/r^3\) is \(1.437\times10^{-12}\) eV. The constant \(\alpha^2\gamma^2=Dr^3\) is therefore

\[
1.437\times10^{-12}\times(2.864)^3=3.376\times10^{-11}\ \text{eV Å}^3 .
\]

Inserting \(d_{ij}\) into the second moment gives

\[
M_2=\tfrac34I(I+1)(\alpha^2\gamma^2)^2\,\Sigma,\qquad
\Sigma=\sum_j\frac{(1-3\cos^2\theta_{ij})^2}{r_{ij}^6}.
\]

The sum was taken over all sites within 12 lattice constants. More distant sites were replaced by a uniform density \(4/a^3\), with the angular average \(1-2+9/5=4/5\). For the static field along [001], \(\Sigma=0.01562\) Å\(^{-6}\). Then

\[
M_2=\tfrac34\times8.75\times(3.376\times10^{-11})^2\times0.01562
=1.17\times10^{-22}\ \text{eV}^2,
\]

\[
\omega_L=\sqrt{M_2/3}=6.24\times10^{-12}\ \text{eV},
\]

which corresponds to \(B_L=1.36\times10^{-4}\) T.

For the static field along [110] and [111], \(\omega_L\) is \(7.45\times10^{-12}\) and \(7.82\times10^{-12}\) eV. The nearest neighbours account for this order. Along [001], four of them have \(\cos\theta=0\) and eight have \(\cos^2\theta=1/2\), so their angular weight is \(4+8/4=6\). Along [111], six have \(\cos\theta=0\) and six have \(\cos^2\theta=2/3\), with total weight \(6+6=12\). Along [110], two have \(\cos^2\theta=1\), two have zero and eight have \(1/4\), with total weight \(8+2+1/2=10.5\). More distant shells reduce the contrast but do not change the order.

## Second half: from order in the field to order in the couplings

### 7. Symbols and results carried over

The Hamiltonian in the rotating frame is \(H=-\omega\,\mathbf n\cdot\mathbf I+H_D\). Here \(\omega=\gamma B_{\rm eff}\), \(\mathbf n\) is the direction of the effective field, and \(H_D\) is the secular dipolar coupling of \(N\) like spins \(I\). Units have \(\hbar=1\) and Boltzmann's constant equal to one. Averages at infinite temperature are written \(\langle\cdots\rangle_0\), and \(c=I(I+1)/3\). From the first half we need

\[
\langle(\mathbf n\cdot\mathbf I)^2\rangle_0=Nc,\qquad
\langle(\mathbf n\cdot\mathbf I)H_D\rangle_0=0,\qquad
\langle H^2\rangle_0=Nc(\omega^2+\omega_L^2),
\]

with \(\omega_L=\gamma B_L\) and \(\omega_L^2=M_2/3\), where \(M_2\) is the second moment of the resonance line. For aluminium with the static field along [001], \(\omega_L=6.24\times10^{-12}\) eV.

### 8. Energy, entropy and magnetisation at one spin temperature

Assume that the spins are described by a single inverse temperature \(\beta\) in the rotating frame:

\[
\rho=\frac{e^{-\beta H}}{Z},\qquad Z=\mathrm{Tr}\,e^{-\beta H}.
\]

This is the spin-temperature hypothesis. The temperature refers to \(H\), which no longer contains the large laboratory Zeeman energy.

Because \(\langle H\rangle_0=0\), the expansion of \(\ln Z\) begins with

\[
\ln Z=\ln\mathrm{Tr}1+\tfrac12\beta^2\langle H^2\rangle_0+\cdots .
\]

For a macroscopic sample this is an expansion of the free energy per spin. It requires \(\beta\) times the energy of one spin in its surroundings to be small; \(\beta\) times the total energy may be large. The energy follows from

\[
E=-\frac{\partial\ln Z}{\partial\beta}=-\beta\langle H^2\rangle_0
=-\beta Nc(\omega^2+\omega_L^2).
\]

The entropy is \(S=-\mathrm{Tr}\,\rho\ln\rho\). Since \(\ln\rho=-\beta H-\ln Z\), this is \(S=\ln Z+\beta E\), and therefore

\[
S=\ln\mathrm{Tr}1+\tfrac12\beta^2\langle H^2\rangle_0-\beta^2\langle H^2\rangle_0
=\ln\mathrm{Tr}1-\tfrac12\beta^2Nc(\omega^2+\omega_L^2).
\]

For the magnetisation it suffices to use \(\rho\simeq(1-\beta H)/\mathrm{Tr}1\). Along the effective field,

\[
\langle\mathbf n\cdot\mathbf I\rangle
=-\beta\langle(\mathbf n\cdot\mathbf I)H\rangle_0=\beta\omega Nc .
\]

The minus sign of the Boltzmann factor and the minus sign of the Zeeman energy combine to a plus sign. The dipolar part makes no contribution. Components perpendicular to \(\mathbf n\) vanish at this order, because \(\langle I_aI_b\rangle_0=0\) for \(a\neq b\). The magnetisation \(M\) is this spin expectation value multiplied by \(\gamma\) and divided by the volume, so \(M\propto\beta\omega\).

We have found the local field from the mean square dipolar energy, related it to the second moment of the line, and obtained the energy, entropy and magnetisation of spins at one temperature. It remains to find how the magnetisation changes as the effective field is slowly lowered, and to examine when that result can be trusted.

Numerical values quoted here were computed with a short program.
